# Why corner-sharing octahedra resist forming random networks

A network of rigid octahedra in which every corner joins two units has nine constraints per unit and six freedoms to meet them with. The excess is three. For tetrahedra both numbers are six. Unless its geometry is special, a random octahedral network therefore has to distort its units, leave corners unjoined, or share corners in some other way. Distortion costs energy, and the other two change how the units are connected. The cubic crystal needs none of these, because its excess constraints are all satisfied by repetition.

This is a statement about strain. It does not forbid an amorphous film and gives no crystallization rate. Nor does it guarantee that tetrahedra form a strain-free random network; it says that counting does not stand in their way.

## The count

Let \(N\) rigid units each have \(V\) corners. Unit \(i\) has centre \(\mathbf x_i\) and rotation \(R_i\), hence six freedoms. If a corner with body-frame arm \(\mathbf p\) on unit \(i\) meets a corner with arm \(\mathbf q\) on unit \(j\), the gap between them must vanish:

\[
\mathbf g=\mathbf x_i+R_i\mathbf p-\mathbf x_j-R_j\mathbf q-\mathbf S=0 .
\]

Here \(\mathbf S\) is the periodic image shift, zero in a finite cluster. The joint is a ball joint: it fixes three coordinates and leaves the angle between the units free.

Each corner belongs to two units, so there are \(M=VN/2\) joints and \(3VN/2\) equations. The excess per unit is

\[
\frac{3V}{2}-6=
\begin{cases}0,&V=4\ \text{(tetrahedra)}\\ 3,&V=6\ \text{(octahedra)}.\end{cases}
\]

Counting atoms gives the same answer and shows which forces matter. A network of composition BX\(_3\) has four atoms, or 12 coordinates, per octahedron. An octahedron with its central atom has \(7\times3-6=15\) internal coordinates: six bond stretches and nine angle changes. Holding all of them fixed gives \(15-12=3\) excess constraints. For tetrahedra of composition BX\(_2\) there are nine atomic coordinates and \(5\times3-6=9\) internal ones, which balance. If only the six stretches of an octahedron were stiff, there would be fewer constraints than coordinates. The overconstraint thus depends on the stiffness of the bond angles.

## What the excess means

Let the units make small displacements \(\mathbf u\) and rotations \(\mathbf w\), and let \(\mathbf a=R_i\mathbf p\) and \(\mathbf b=R_j\mathbf q\) be the present arms. The gap changes by

\[
\delta\mathbf g=\mathbf u_i+\mathbf w_i\times\mathbf a-\mathbf u_j-\mathbf w_j\times\mathbf b .
\]

Collect all motions in a vector \(z\) of length \(6N\), and write the changes of all gaps as \(Cz\). If \(C\) has rank \(r\), there are \(Z=6N-r\) motions that open no gap. There are also \(T=3M-r\) independent vectors \(t\) with \(C^{\mathsf T}t=0\). These are self-stresses: sets of joint forces that balance in force and torque on every unit. Subtraction removes the unknown rank:

\[
Z-T=6N-3M .
\]

Counting fixes this difference, and neither number alone.

A finite network always has six global motions. If it has no others, and two joints are left open so that \(M=VN/2-2\), then

\[
T=3M-6N+6=\left(\frac{3V}{2}-6\right)N .
\]

This was tested by computing the rank for random connections, with randomly placed centres and corners and two joints open. With 24 units there were six zero modes in each case, and the self-stresses numbered 0 for \(V=4\), 72 for \(V=6\) and 144 for \(V=8\). Networks of 40 units gave the same numbers per unit: 0, 3 and 6.

To first order, self-stresses decide whether a misfit can heal. To close small gaps \(g\), the units must move so that \(Cz=-g\). Multiplying by \(t^{\mathsf T}\) makes the left side zero, so a solution requires

\[
t^{\mathsf T}g=0\quad\text{for every self-stress }t .
\]

An octahedral network imposes three such conditions per unit. If they fail, the best that small motions can do is remove the part of \(g\) that lies in the range of \(C\); the projection onto the self-stresses remains. In special geometries larger motions can remove more, as the tilts of a compressed crystal show below. For random misfit with equal, uncorrelated variance in all \(3M\) components, the mean-square share that remains is the ratio of dimensions:

\[
\frac{T}{3M}=\frac{3N}{9N-6}\simeq\frac13 .
\]

For 24 six-corner units this is \(72/210=0.343\). In twelve very small random changes of shape, \(10^{-6}\) of the box edge, the share left after relaxation was 0.354. Four-corner units treated in the same way removed the misfit to numerical precision. This is the linear regime. For changes of 0.01 to 0.05 of the box edge the six-corner share stays near a third, while relaxations of four-corner units usually leave a small remainder, up to about 2%.

There is also a global form of the argument. For a given pattern of connections, the shapes of all units are specified by \(6M\) arm components. A closed finite network is described by \(6N\) unit coordinates and \(3M\) corner coordinates, and six global motions do not change the shapes. The shapes that can close therefore form a set of dimension at most \(6N+3M-6\), which falls short of \(6M\) by at least

\[
6M-(6N+3M-6)=3M-6N+6 .
\]

For octahedra with two joints open this is \(3N\). Almost every choice of shapes fails to close. Regular octahedra are one special choice, so for them closure depends on the connections: the cubic pattern works, whereas a random pattern would need a coincidence. This is strong reason to expect failure, though not a proof for every pattern.

## Why the crystal closes

In the cubic crystal all octahedra have the same orientation, and every joint equation repeats one of three. The self-stresses exist, but there is no misfit for them to act on.

The zero modes show how special this geometry is. Let the arm length be \(h\), and let the motion change by factors \(X=e^{ik_x}\) and \(Y=e^{ik_y}\) from one unit to the next along \(x\) and \(y\). Along \(+x\) the arms are \(+h\hat{\mathbf x}\) and \(-h\hat{\mathbf x}\), and \(\mathbf w\times\hat{\mathbf x}=(0,w_z,-w_y)\). The joint therefore requires

\[
u_x(1-X)=0,\qquad u_y(1-X)+hw_z(1+X)=0,
\]
\[
u_z(1-X)-hw_y(1+X)=0 .
\]

Along \(+y\), \(\mathbf w\times\hat{\mathbf y}=(-w_z,0,w_x)\), so two of the three equations are

\[
u_x(1-Y)-hw_z(1+Y)=0,\qquad u_y(1-Y)=0 .
\]

Suppose \(w_z\ne0\).

- If \(X\ne-1\), the second equation of the \(x\) joint requires \(u_y\ne0\). Then \(u_y(1-Y)=0\) gives \(Y=1\), and the remaining \(y\) equation becomes \(-2hw_z=0\), a contradiction.
- Hence \(X=-1\). The first equation gives \(u_x=0\), and the \(y\) joint then gives \(Y=-1\).

Rotations about \(z\) must therefore alternate in sign along both \(x\) and \(y\), while \(k_z\) is free. An \(L\times L\times L\) periodic crystal with even \(L\) has \(L\) such modes for each axis. When all rotations vanish, the equations leave just the three uniform translations. The total is \(3L+3\) zero modes for even \(L\). For odd \(L\) the alternation does not fit, and three remain.

The number of self-stresses is \(T=Z+9N-6N=3N+Z\). For \(L=4\), with 64 units, this gives 15 zero modes and 207 self-stresses; for \(L=3\), with 27 units, it gives 3 and 84. Direct rank calculations agree. In a box of fixed size these tilts keep the joints closed only to first order. Alternating rotations by a finite angle \(\theta\) shorten the links across the axis from \(2h\) to \(2h\cos\theta\), so the box must shrink by the same factor in those two directions. A crystal compressed in this way can therefore close by tilting. The tilts number only about \(3L\) among \(6L^3\) freedoms. Nor do they offset the excess constraints: by \(T=3N+Z\), each zero mode comes with one more self-stress.

## One exchange of neighbours

A simple step from crystal towards random network is to exchange neighbours: bonds \(a\)–\(c\) and \(b\)–\(d\) become \(a\)–\(d\) and \(b\)–\(c\), while \(a\)–\(b\) stays joined. This was done for 32 regular tetrahedra and 32 regular octahedra in periodic boxes held fixed during relaxation.

A fixed box removes all global motions except three translations, so the surplus of freedom is \(6N-3-3M\). Fully joined tetrahedra would fall short by three. Some joints were therefore left open, in equal number for both kinds of unit and never on the units \(a\), \(b\), \(c\) and \(d\).

The box must also not be too large. Two joined centres are at most two arms apart, a distance taken here as 1. For positive weights \(w_m\) on the links \(\mathbf d_m\),

\[
\max_m|\mathbf d_m|^2\ \ge\ \frac{\sum_m w_m|\mathbf d_m|^2}{\sum_m w_m}\ \ge\ B^2 ,
\]

where \(B^2\) is the minimum of the middle expression over all centre positions in the crystal's box. Scaling the box by \(s\) scales this bound on length to \(sB\), so closure requires \(s\le1/B\). For the exchanged octahedral networks this limit lay between 0.901 and 0.996. None of them could close in the original box, at \(s=1\).

For each number of open joints, eight networks were relaxed: six at 0.80, 0.87 or 0.94 of their stretch limit, and two in the original box.

| Open joints | Tetrahedra: surplus, closed | Octahedra: surplus, closed |
|---|---|---|
| 4 | 9, 1 of 8 | −87, 0 of 8 |
| 10 | 27, 2 of 8 | −69, 0 of 8 |
| 16 | 45, 2 of 8 | −51, 0 of 8 |

The smallest root-mean-square gap reached by octahedra in these runs was 0.036 of the centre distance. The undisturbed octahedral crystal, started from a slightly disturbed arrangement in its original box, closed to about \(10^{-13}\). A compressed box is harder. The crystal can still close there exactly, by alternating tilts through an angle \(\phi\) about body diagonals with \(s=(1+2\cos\phi)/3\). Yet relaxations of it from random tilts, with no exchange and four joints open, stall at gaps of 0.015 to 0.047 for \(s\) between 0.74 and 0.90.

These results need careful reading. Most tetrahedral runs also failed. The median root-mean-square gap over each set of eight runs was 0.024 to 0.059 for tetrahedra and 0.055 to 0.079 for octahedra, so the octahedral gaps were larger but the ranges overlap. One failed relaxation is therefore poor evidence that a network cannot close, because the search follows one path from its starting point and does not explore all arrangements. Some tetrahedral networks closed and no octahedral one did. Since the crystal without exchange also fails from such starts in a compressed box, the octahedral gaps there cannot be attributed to the exchange: the table agrees with the count but is a weak test of it. The tetrahedral successes had a surplus of freedom, and units were allowed to overlap. In the least crowded closed network the smallest centre separation was 0.60. These are geometrical solutions, not models of a glass.

## How large is the strain?

Take a model film with a centre distance of 0.38 nm and an arm of 0.19 nm. Let an anion be held to each octahedron with stiffness \(k\). If its two ideal corner positions are a distance \(u\) apart, and it sits a fraction \(f\) of the way between them, the energy is

\[
E=\tfrac12ku^2\left[f^2+(1-f)^2\right].
\]

The derivative vanishes at \(f=1/2\), which gives \(E=ku^2/4\). The best of the eight relaxed octahedral networks with four open joints had \(\sum u^2=0.0230\ \text{nm}^2\). With round stiffnesses of 100 eV/nm² for bending and 1000 eV/nm² for stretching,

\[
E_{\rm bend}=\frac{100\times0.0230}{4}\approx0.58\ \text{eV},\qquad
E_{\rm stretch}\approx5.8\ \text{eV}.
\]

These values bracket the harmonic energy of that configuration. The lower one is 22 times \(k_{\rm B}T\) at 300 K and 11 times at 600 K. It belongs to the whole 32-unit network and is not an activation energy.

The configuration itself is far from a real film. Its box scale is 0.74, so its density is \(1/0.74^3\approx2.5\) times that of the crystal, which is possible because the model has no repulsion between units. The value also depends strongly on the network and the starting point. At the same box scale, an exchanged network started from the closed tilt pattern of the crystal reached \(\sum u^2\approx0.002\ \text{nm}^2\), or about 0.06 eV in bending, ten times lower and only about \(2k_{\rm B}T\) at 300 K. The energy above is therefore that of one local minimum. It shows how gaps convert into energy, not the minimum cost of an exchange, and it should not be used as a defect energy at film density.

Other neglected effects are not small either. The largest gap, 0.037 nm, places an anion about 10% of an arm from each ideal corner, which is large for a harmonic bond if the offset lies along it. For a soft joint treated alone, equipartition gives \(ku^2/4=k_{\rm B}T/2\) per direction, so

\[
u_{\rm th}=\sqrt{\frac{2k_{\rm B}T}{k}}\approx0.023\ \text{nm at 300 K}.
\]

The static root-mean-square gap is smaller: \(0.042\times0.38\approx0.016\) nm over all three directions together, or about 0.009 nm per direction. Static distortion of this size could be hard to separate from thermal motion at a single joint, although its energy adds up over the network. With two bonds of stiffness \(k=1000\) eV/nm² acting on an anion of mass \(m=16\) u, the stretching quantum is \(\hbar\sqrt{2k/m}=0.072\) eV. It also exceeds \(k_{\rm B}T\) at 300 K, so stretching motion is not classical there.

## Real films and what to do

Tungsten trioxide is the natural comparison: its crystals are built from corner-sharing octahedra with metal–oxygen distances of roughly 0.19 nm. Amorphous films of it nevertheless exist. The assumption of rigid, regular octahedra does not hold for this oxide, since the octahedra are distorted even in the crystals. For the same gaps, the model's energy is ten times lower in bending than in stretching, which is simply the assumed ratio of stiffnesses. The stiffnesses used here are rough and were not fitted to this oxide.

The count suggests where to look when a film is to be kept amorphous or made to crystallize. The estimates below are averages; they assume that the remaining units stay rigid and that no corner joins more than two.

- **Soft distortions.** If \(n\le3\) independent distortions of the cage of six corners cost little energy, the excess falls to \(3-n\). A shift of the central atom alone does not count, because it leaves the cage rigid. Cations that tolerate an irregular cage should therefore reduce the strain; a cation that merely moves off centre need not.
- **Missing anions.** Composition BX\(_{3-y}\) removes \(y\) joints per unit, so the excess is \(3-3y\). A deficiency of \(y=0.1\) still leaves 2.7.
- **Unshared corners.** Splitting a joint into two terminal anions gives BX\(_{3+y}\) and again \(3-3y\). Balance needs \(y=1\), with four of the six corners shared on average.
- **Tetrahedral units.** If a fraction \(c\) of the units are tetrahedra, the mean number of corners is \(6-2c\), and the excess is \(3(6-2c)/2-6=3(1-c)\). A fifth of the units being tetrahedra leaves 2.4.

Small changes of composition thus relieve little of the average constraint, although they may matter locally. Whether a lower excess slows crystallization also depends on diffusion, nucleation and bond breaking, which must be measured or modelled separately.

Oxides with edge sharing, or with oxygen bound to three or more cations, need a new count. A corner common to \(m\) units requires \(3(m-1)\) equations, and there are \(V/m\) such corners per unit, which gives \(3V(m-1)/m\) constraints. Shared edges make some of these equations dependent: two equal rigid edges already have the same length, so joining both ends imposes five independent conditions instead of six. A structural model or a measurement of how the polyhedra are connected should therefore come before the count.

## Numbers as computed

```
Generic networks, two joints left open
V=4 N=24: zero modes 6, self-stresses 0, per unit 0.0, min sv ratio 4.7e-04
V=4 N=40: zero modes 6, self-stresses 0, per unit 0.0, min sv ratio 8.5e-04
V=6 N=24: zero modes 6, self-stresses 72, per unit 3.0, min sv ratio 4.0e-02
V=6 N=40: zero modes 6, self-stresses 120, per unit 3.0, min sv ratio 4.6e-02
V=8 N=24: zero modes 6, self-stresses 144, per unit 6.0, min sv ratio 8.4e-02
V=8 N=40: zero modes 6, self-stresses 240, per unit 6.0, min sv ratio 6.7e-02
Misfit test: N=24, arm change 1e-06 of the box edge
four-corner units: mean-square misfit left 4.71e-16, predicted 0
six-corner units: mean-square misfit left 0.354, predicted 0.343
Cubic crystal of corner-sharing octahedra, periodic L x L x L
L=3: units 27, zero modes 3, self-stresses 84
L=4: units 64, zero modes 15, self-stresses 207
One neighbour exchange in 32 regular units
Box scales: stretch limit times 0.8 0.87 0.94 and the crystal box 1.00
tetrahedra, 4 of 64 joints open: freedoms minus constraints 9, closed 1 of 8, rms gap min 2.2e-16, median 2.4e-02
tetrahedra, 10 of 64 joints open: freedoms minus constraints 27, closed 2 of 8, rms gap min 1.3e-15, median 5.9e-02
tetrahedra, 16 of 64 joints open: freedoms minus constraints 45, closed 2 of 8, rms gap min 2.0e-16, median 2.7e-02
tetrahedra: stretch limit on box scale 0.919 to 1.101
Smallest centre separation, least crowded closed network: 0.60
octahedra, 4 of 96 joints open: freedoms minus constraints -87, closed 0 of 8, rms gap min 4.2e-02, median 5.5e-02
octahedra, 10 of 96 joints open: freedoms minus constraints -69, closed 0 of 8, rms gap min 3.8e-02, median 7.9e-02
octahedra, 16 of 96 joints open: freedoms minus constraints -51, closed 0 of 8, rms gap min 3.6e-02, median 7.2e-02
octahedra: stretch limit on box scale 0.901 to 0.996
Control, octahedral crystal without exchange: rms gap 9.9e-14
Model film of corner-sharing octahedra
Centre distance 0.38 nm, arm 0.19 nm
Stiffness: stretch 1000, bend 100 eV/nm^2
Best exchanged network, 4 joints open: box scale 0.74, sum of squared gaps 0.0230 nm^2
Strain energy of the exchange: 0.58 eV (all bend) to 5.76 eV (all stretch)
T=300 K: kT 0.0259 eV, lower energy / kT 22.3, soft thermal gap per direction 0.0227 nm
T=600 K: kT 0.0517 eV, lower energy / kT 11.1, soft thermal gap per direction 0.0322 nm
Largest gap 0.0368 nm; anion offset / arm 0.097
Anion stretch quantum (mass 16 u): 0.072 eV
```
